\section*{Energy-density temperature of collisionless phonons between two black contacts}

\section{Problem}

A crystal film of thickness $L$ lies between two wide parallel contacts, a hot one at $T_h=20$ K and a cold one at $T_c=10$ K. The $z$ axis points from the hot contact at $z=0$ to the cold contact at $z=L$. Heat is carried by phonons that never collide inside the film. The contacts are black: each absorbs every phonon that reaches it, and fills every mode that leaves it with the Bose occupation
\begin{equation}
n_B(\omega,T)=\frac{1}{e^{\hbar\omega/k_BT}-1}
\end{equation}
at its own temperature. The phonons follow the Debye model, with three branches of one speed $v$ and a Debye temperature $\Theta$.

The energy-density temperature $T_u(z)$ is defined as the temperature at which an equilibrium phonon gas in the same crystal would have the thermal energy density found at $z$. Zero-point energy is left out.

(a) Find $T_u(z)$ when both contact temperatures are far below $\Theta$. (b) Find the heat flux. (c) Find how the answers change for a bismuth film 100 nm thick, with the rough value $\Theta=120$ K.

\section{A tempting solution}

In the steady state no heat accumulates, so the flux $q$ is the same at every $z$. Fourier's law with a constant conductivity $\kappa$, $q=-\kappa\,dT/dz$, then makes $dT/dz$ constant. Fitting the two contact temperatures gives
\begin{equation}
T(z)=T_h-(T_h-T_c)\frac{z}{L},
\end{equation}
which falls from 20 K to 10 K and passes through 15 K in the middle.

\section{Where it fails}

The conservation of energy is sound; Fourier's law is not available here. It describes phonons that collide many times while crossing the film, so that at each point the gas is close to equilibrium at a local temperature. This requires a mean free path $\ell\ll L$, whereas here $\ell$ is infinite.

The flux shows the failure plainly. Kinetic theory gives $\kappa=Cv\ell/3$, with $C$ the heat capacity per volume, so the linear profile would carry
\begin{equation}
q=\frac{Cv\ell}{3}\,\frac{T_h-T_c}{L}.
\end{equation}
This grows without limit as $\ell\to\infty$. The hot contact, however, emits phonons at a finite rate, and the flux cannot exceed what it emits.

A partial repair is to notice that without collisions nothing distinguishes one plane of the film from another, and to assign the mean temperature, 15 K, everywhere. The uniformity is right but the value is wrong. What the two contacts contribute to a point in the film is energy, and at low temperature the energy of a phonon gas varies as $T^4$. Since $15^4=50\,625$ while $(20^4+10^4)/2=85\,000$, a gas at 15 K would hold about 60\% of the energy that is present.

\section{Solution}

\subsection{Each contact fills half of the modes}

Let $f(\mathbf k,z)$ be the occupation of a mode with wavevector $\mathbf k$ in a given branch. The contacts are wide, so $f$ does not depend on the lateral position. In the steady state, with no collision term, the Boltzmann equation is
\begin{equation}
v_z(\mathbf k)\,\frac{\partial f}{\partial z}=0 ,
\qquad v_z=\frac{\partial\omega}{\partial k_z}.
\end{equation}
Modes with $v_z=0$ have no weight in the sums below. For all others $f$ is independent of $z$ and keeps the value it had at the contact it left:
\begin{equation}
f(\mathbf k)=
\begin{cases}
n_B(\omega,T_h), & v_z>0,\\
n_B(\omega,T_c), & v_z<0.
\end{cases}
\end{equation}
For a crystal volume $V$ the energy density is therefore
\begin{equation}
u=\frac1V\sum_{v_z>0}\hbar\omega\,n_B(\omega,T_h)
+\frac1V\sum_{v_z<0}\hbar\omega\,n_B(\omega,T_c).
\end{equation}

Lattice frequencies obey $\omega(-\mathbf k)=\omega(\mathbf k)$. Differentiating with respect to $k_z$ gives $v_z(-\mathbf k)=-v_z(\mathbf k)$. Every mode moving towards the cold contact thus has a partner of equal frequency moving the other way, and each of the two sums is half of a sum over all modes. With $u_{\rm eq}(T)$ the equilibrium energy density,
\begin{equation}
u=\tfrac12\left[u_{\rm eq}(T_h)+u_{\rm eq}(T_c)\right]
\quad\text{for all } 0<z<L .
\label{eq:mean}
\end{equation}
The isotropy of the Debye model was not used, so this equation also holds for a crystal whose sound speed depends on direction.

\subsection{The equilibrium energy density}

For three branches with $\omega=vk$, the number of modes per volume and frequency is $D(\omega)=3\omega^2/(2\pi^2v^3)$. The Debye cutoff $\omega_D=k_B\Theta/\hbar$ is set by requiring three modes per atom. With $n$ atoms per volume,
\begin{equation}
\int_0^{\omega_D}D\,d\omega=\frac{\omega_D^3}{2\pi^2v^3}=3n
\quad\Rightarrow\quad
k_B\Theta=\hbar v\,(6\pi^2n)^{1/3}.
\label{eq:theta}
\end{equation}
Substituting $x=\hbar\omega/k_BT$ in the energy integral gives
\begin{align}
u_{\rm eq}(T)&=\int_0^{\omega_D}\hbar\omega\,D\,n_B\,d\omega
=\frac{3(k_BT)^4}{2\pi^2\hbar^3v^3}\int_0^{\Theta/T}\frac{x^3\,dx}{e^x-1}
\nonumber\\
&=9nk_BT\left(\frac T\Theta\right)^3\int_0^{\Theta/T}\frac{x^3\,dx}{e^x-1},
\label{eq:debye}
\end{align}
where the last form uses $\hbar^3v^3=(k_B\Theta)^3/(6\pi^2n)$ from \eqref{eq:theta}.

For $T\ll\Theta$ the upper limit may be taken to infinity. Expanding $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ and integrating term by term gives $\sum_m 6/m^4=6\,\pi^4/90=\pi^4/15$. Hence
\begin{equation}
u_{\rm eq}(T)=AT^4,\qquad A=\frac{\pi^2k_B^4}{10\,\hbar^3v^3}.
\label{eq:t4}
\end{equation}

\subsection{Answer to (a)}

By definition $u_{\rm eq}(T_u)=u$. With \eqref{eq:mean} and \eqref{eq:t4} the constant $A$ cancels:
\begin{equation}
T_u=\left(\frac{T_h^4+T_c^4}{2}\right)^{1/4}
=(85\,000\ \mathrm{K^4})^{1/4}=17.1\ \mathrm K .
\label{eq:answer}
\end{equation}
The value is the same throughout the film. The whole temperature change sits at the contacts: a step of 2.9 K at the hot face and one of 7.1 K at the cold face. The steps are unequal in temperature but equal in energy density, because $u$ lies midway between the two equilibrium values.

Two limits help in reading \eqref{eq:answer}. If the cold contact is at $T_c\to0$, then $T_u\to T_h/2^{1/4}=0.84\,T_h$: half of the modes are empty, yet the temperature falls by only 16\%. If instead the contacts differ by a small $\delta$ about a mean $\bar T$, then
\begin{equation}
\frac{(\bar T+\delta/2)^4+(\bar T-\delta/2)^4}{2}
=\bar T^4+\frac{3}{2}\bar T^2\delta^2+\frac{\delta^4}{16},
\end{equation}
and the fourth root is $T_u\approx\bar T+3\delta^2/(8\bar T)$ to second order in $\delta$. The arithmetic mean is thus a good estimate when $\delta\ll\bar T$, which is not the case for 10 and 20 K.

\subsection{Answer to (b)}

In the isotropic model a phonon whose direction makes an angle with cosine $\mu$ to the $z$ axis has $v_z=v\mu$, and directions are spread evenly in $\mu$ from $-1$ to $1$. The phonons from the hot contact carry
\begin{equation}
u_{\rm eq}(T_h)\,\frac12\int_0^1v\mu\,d\mu=\frac v4\,u_{\rm eq}(T_h)
\end{equation}
towards positive $z$. Those from the cold contact carry the corresponding amount back, so
\begin{equation}
q=\frac v4\left[u_{\rm eq}(T_h)-u_{\rm eq}(T_c)\right]
\;\xrightarrow{\;T\ll\Theta\;}\;
\frac{\pi^2k_B^4}{40\,\hbar^3v^2}\left(T_h^4-T_c^4\right).
\label{eq:flux}
\end{equation}
The flux is finite although $T_u$ has no gradient, and it does not depend on $L$.

\section{What kind of temperature this is}

The gas in the film is not in equilibrium at 17.1 K. Its phonon number density shows this. The argument that led to \eqref{eq:mean} applies to number as well as to energy. In equilibrium at $T\ll\Theta$ the number density is $\int D\,n_B\,d\omega\propto T^3$, since the integrand has one factor of $\omega$ fewer. A temperature defined through the number of phonons would therefore be
\begin{equation}
T_N=\left(\frac{T_h^3+T_c^3}{2}\right)^{1/3}=(4500\ \mathrm{K^3})^{1/3}=16.5\ \mathrm K .
\end{equation}
In equilibrium $T_N$ and $T_u$ would agree.

$T_u$ still has a direct meaning. Imagine a black sphere of radius $r$ in the film, too small to disturb the phonons but large compared with their wavelength. It presents the area $\pi r^2$ to every direction, so it absorbs the power $\pi r^2vu$. At temperature $T_p$ it emits $4\pi r^2\cdot vu_{\rm eq}(T_p)/4=\pi r^2vu_{\rm eq}(T_p)$. The balance gives $u_{\rm eq}(T_p)=u$, or $T_p=T_u$. This equality needs one speed for all modes. When the group velocity varies with frequency, the sphere weights each mode by its speed, and $T_p$ differs from $T_u$, by 0.2 to 0.3 K for branches that flatten as a sine towards the zone edge. The shape of the probe matters too. A flat probe that faces the hot contact, and absorbs and emits on that side alone, receives only phonons from the hot contact and settles at $T_h$.

\section{Answer to (c): a bismuth film}

Bismuth is a semimetal with few charge carriers, which suits a phonon model, and its low Debye temperature puts 20 K at $\Theta/6$. The condition $T\ll\Theta$ is then only moderately well met. With a density of about 9.8 g/cm$^3$ and a molar mass of 209 g/mol, $n=2.824\times10^{22}$ cm$^{-3}$, and \eqref{eq:theta} gives $v=1324$ m/s. Here and below, more digits are kept than the rough inputs justify, so that the arithmetic can be followed.

Numerical integration of \eqref{eq:debye} yields $u_{\rm eq}(10\ \mathrm K)=0.1316$ J/cm$^3$ and $u_{\rm eq}(20\ \mathrm K)=1.8148$ J/cm$^3$. These are 99.8\% and 86.0\% of the $T^4$ law. The energy density in the film is
\begin{equation}
u=\tfrac12(0.1316+1.8148)\ \mathrm{J/cm^3}=0.9732\ \mathrm{J/cm^3},
\end{equation}
and solving $u_{\rm eq}(T_u)=u$ numerically gives $T_u=16.8$ K. The cutoff lowers the answer by 0.3 K.

The sign of this shift follows from the model. Regard $u_{\rm eq}$ as a function of $s=T^4$. Its slope is
\begin{equation}
\frac{du_{\rm eq}}{ds}=\frac{C}{4T^3}\propto
\int_0^{\Theta/T}\frac{x^4e^x}{(e^x-1)^2}\,dx ,
\end{equation}
which falls as $T$ rises, because the upper limit shrinks. The curve $u_{\rm eq}(s)$ is therefore concave, and its value at the mean of two points exceeds the mean of its values there. A gas at the temperature \eqref{eq:answer} would hold more energy than the film does, so the true $T_u$ is lower.

At the opposite extreme, $T\gg\Theta$, the expansion $x^3/(e^x-1)\approx x^2-x^3/2$ in \eqref{eq:debye} gives $u_{\rm eq}\approx3nk_BT-\tfrac98nk_B\Theta$. This is linear in $T$, and \eqref{eq:mean} then gives $T_u=(T_h+T_c)/2$. The uniform 15 K of the partial repair would be right for classical lattice vibrations.

The flux from the first form of \eqref{eq:flux} is
\begin{equation}
q=\frac{1324\ \mathrm{m/s}}{4}\,(1.8148-0.1316)\times10^6\ \mathrm{J/m^3}
=5.57\times10^8\ \mathrm{W/m^2},
\end{equation}
or about 56 kW/cm$^2$.

\section{How far the idealizations can be trusted}

\subsection{A few collisions}

Suppose that phonons scatter isotropically, with one mean free path $\ell$ and no loss of energy, and let $\tau=L/\ell\ll1$. Define the hot share $S=[u-u_{\rm eq}(T_c)]/[u_{\rm eq}(T_h)-u_{\rm eq}(T_c)]$, which is $1/2$ without collisions. At the hot face the departing half of the modes contributes $1/2$. An arriving phonon with direction cosine $\mu$ (in magnitude) has crossed a path $L/\mu$ and has been scattered on the way with probability $1-e^{-\tau/\mu}$. If unscattered, it came from the cold contact and adds nothing to $S$. If scattered, it carries, to leading order, the share $1/2$ of the collisionless gas. Hence
\begin{equation}
S_{\rm hot}\approx\frac12+\frac12\int_0^1\frac{1-e^{-\tau/\mu}}{2}\,d\mu
=\frac12+\frac{1-E_2(\tau)}{4},
\end{equation}
with $E_2(\tau)=\int_0^1e^{-\tau/\mu}d\mu$. For $\mu\gg\tau$ the integrand of $1-E_2$ is $\tau/\mu$, and integration from about $\tau$ to 1 gives $\tau\ln(1/\tau)$ as the leading term. The scattered fraction $1-E_2$ thus exceeds the value $1-e^{-\tau}\approx\tau$ for phonons that cross the film along $z$, because phonons at grazing angles have longer paths.

For an assumed $\ell=1\ \mu$m the 100 nm film has $\tau=0.1$, and the formula gives $S_{\rm hot}=0.569$. A numerical solution of the transport equation by discrete ordinates, which keeps repeated scattering, gives 0.571. With the bismuth energy curve, $T_u$ then runs from 17.3 K at the hot face to 16.2 K at the cold face, and the flux is 92\% of its collisionless value. For $\ell=10\ \mu$m the range shrinks to 16.9--16.7 K. A uniform temperature is thus the limit $\tau\to0$, approached slowly.

\subsection{Contacts that are not black}

Let the contacts absorb fractions $a_h$ and $a_c$ of the arriving phonons, independent of frequency and angle, reflect the rest, and emit the same fractions of black emission. Let $S_+$ and $S_-$ be the hot shares of the two streams, each measured against a full stream from a black hot contact. Then
\begin{equation}
S_+=a_h+(1-a_h)S_-,\qquad S_-=(1-a_c)S_+ .
\end{equation}
Inserting the second equation in the first gives $S_+$, and
\begin{equation}
S=\frac{S_++S_-}{2}=\frac{a_h(2-a_c)}{2\,[1-(1-a_h)(1-a_c)]}.
\end{equation}
For $a_h=a_c=a$ the bracket is $a(2-a)$ and $S=1/2$: equally imperfect contacts leave $T_u$ unchanged, though they reduce the flux. For $a_h=1$ and $a_c=0.5$, $S=0.75$, and the bismuth film would be at 18.5 K.

\subsection{The real film}

Of the effects sized here, unequal contacts move the answer most: by 1.8 K in the case just given, against about 0.6 K at the faces for $\ell=1\ \mu$m. That mean free path is an assumption and not a bound. The bulk conductivity and heat capacity of bismuth suggest several micrometres at 10 K but only about half a micrometre at 20 K. Momentum-conserving phonon collisions, which the isotropic model does not describe, are more frequent still. For $\tau=0.3$ the same model moves the face values by 1.0 to 1.2 K and lowers the flux to 79\%, so a real 100 nm film is only roughly collisionless at the hot end of this range. Real interfaces reflect part of the phonons, so equal absorption at the two faces has to be arranged, not assumed. The flux also makes demands on the contacts. By \eqref{eq:flux}, black emission at low temperature varies as $1/v^2$. If phonons cross the interface without changing frequency, a contact with a much higher sound speed than the film has too few phonons to fill the film's modes, and cannot be black to it. The value of 56 kW/cm$^2$ therefore presupposes contacts about as soft as bismuth. Where Fourier's law holds in the contact, even a conductivity of 1000 W/(m K) would require a gradient of 0.56 K per micrometre, so 10 K and 20 K must be understood as temperatures close to the faces, not those of a distant heat sink. If the mean free path in the contact is itself many micrometres, this estimate fails for the same reason as Fourier's law in the film.

Two other neglected effects are small. The equilibrium energy spectrum at 10 K peaks, per unit frequency, at a wavelength of 2.3 nm, far below the 100 nm thickness, which supports treating phonons as particles. For the carriers, take roughly $3\times10^{17}$ cm$^{-3}$ electrons and as many holes, each a degenerate gas with a Fermi energy $E_F$ near 20 meV. Their thermal energy density, $(\pi^2/4)n_e(k_BT)^2/E_F$ for each kind with $n_e$ its density, adds up to about $2.5\times10^{-5}$ of the phonon value. This compares stored energy, not heat flux.

The one-speed Debye spectrum remains a model. Bismuth is anisotropic and has optical branches. Equation \eqref{eq:mean} survives both, but the conversion of $u$ into a temperature depends on the true spectrum, so for a real film even the first decimal of 16.8 K should not be relied on. The measured heat capacity of bismuth near 10 K is about twice the Debye value for $\Theta=120$ K, and an energy curve built from it puts $T_u$ near 16.3 K, about 0.5 K lower. The flux depends on the group velocities as well. In a real lattice these fall below the low-frequency sound speed as a branch flattens towards the zone edge, and phonons in that range already carry part of the heat at 20 K. The value of 56 kW/cm$^2$, which gives every phonon the speed $v$, is therefore only a rough estimate: isotropic models whose acoustic branches flatten as a sine give about 30 to 45 kW/cm$^2$, depending on how the optical branches are treated.

All numerical values are calculated from the stated model.
